\section*{Auxiliary-Boson Compression of RPA Screening for Frequency-Free G0W0}

\section{How many bosons to keep}

A $G_0W_0$ calculation on the real axis can represent the screened interaction by its poles. One must then decide how many boson modes to keep. The full random-phase approximation (RPA) has one mode per particle-hole pair, and diagonalizing its matrix costs $O(N_{\rm ph}^3)$, which is $O(N^6)$ in system size $N$. An auxiliary-boson expansion, the idea of T\"olle and Chan, keeps about as many bosons as there are density-fitting functions. The theorem below states what such a compression preserves, what it loses, and how a larger boson set restores the static limit. It is derived here for an orthogonal projection of the bosons; a published implementation may differ in detail.

\section{Assumptions and statement}

The system is a closed shell with real spatial orbitals. Indices $i,j$ denote occupied orbitals, $a,b$ empty ones, and $p,q,k$ any orbital. Atomic units are used in the formulas. The orbital energies $\epsilon_p$ come from Hartree--Fock, screening is direct RPA, and the self-energy is diagonal. The Coulomb integrals are fitted,
\begin{equation}
(pq|rs)=\sum_P L_{pq,P}L_{rs,P},
\end{equation}
with the fitting metric absorbed into $L$. Without an orbital index, $L$ is the $N_{\rm ph}\times N_{\rm aux}$ block $L_{ia,P}$, and $L_{pk}$ is the column vector with components $L_{pk,P}$. The diagonal matrix $D$ holds the gaps $\epsilon_a-\epsilon_i>0$, with smallest value $D_{\min}$.

Let the $r$ columns of $Q$ be an orthonormal basis of the column space of $L$, so that $r\le N_{\rm aux}$, and define
\begin{equation}
d=Q^TDQ,\qquad l=Q^TL,\qquad QQ^TL=L .
\label{eq:proj}
\end{equation}

\paragraph{Theorem.} Solve the $r\times r$ problem
\begin{equation}
d^{1/2}(d+4ll^T)d^{1/2}\,Z=Z\,\Omega^2,\qquad
G=\sqrt2\,l^Td^{1/2}Z\,\Omega^{-1/2},
\label{eq:small}
\end{equation}
and set $w_{pk,\nu}=L_{pk}^TG_\nu$. The compressed self-energy is
\begin{equation}
\Sigma_p(\omega)=\sum_{\nu}\Big[\sum_{k\,\rm empty}\frac{w_{pk,\nu}^2}{\omega-\epsilon_k-\Omega_\nu}
+\sum_{k\,\rm occ}\frac{w_{pk,\nu}^2}{\omega-\epsilon_k+\Omega_\nu}\Big].
\label{eq:sigma}
\end{equation}
\begin{enumerate}
\item It equals the self-energy of the full fitted problem after deletion of the block of $D$ that links the span of $Q$ to its complement.
\item The leading high-frequency tail of $W_c$, the screened minus the bare interaction, is unchanged, and $\Omega_\nu\ge D_{\min}$.
\item Static screening is not overestimated, and the RPA correlation energy is bounded from above.
\item If $Q$ spans both $L$ and $D^{-1}L$, then $W_c(\omega=0)$ equals that of the full fitted problem.
\end{enumerate}

With $Q$ square and complete, \eqref{eq:small} and \eqref{eq:sigma} are the full fitted $G_0W_0$. The compression is therefore an approximation to a known limit.

\section{Lemma 1: bosons that reproduce RPA screening}

Let $b^\dagger_{ia}$ create the singlet excitation $2^{-1/2}\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma}$, treated as a boson. The charge seen by fitting function $P$ is
\begin{equation}
\rho_P=\sum_{ia,\sigma}L_{ia,P}(a^\dagger_{a\sigma}a_{i\sigma}+{\rm h.c.})
=\sqrt2\sum_{ia}L_{ia,P}(b_{ia}+b^\dagger_{ia}).
\end{equation}
The interaction $\frac12\sum_P\rho_P^2$ has the prefactor $\frac12(\sqrt2)^2=1$. After normal ordering it gives $2LL^T$ between $b^\dagger$ and $b$, and $LL^T$ in each pair term. Adding the gaps,
\begin{equation}
H_B=b^\dagger A b+\tfrac12(b^\dagger Bb^\dagger+bBb),\quad
A=D+2LL^T,\quad B=2LL^T .
\label{eq:hb}
\end{equation}

Introduce $x=(b+b^\dagger)/\sqrt2$ and $y=(b-b^\dagger)/(i\sqrt2)$, which obey $[x_m,y_n]=i\delta_{mn}$. Multiplying out gives
\begin{align}
x^TAx+y^TAy&=2b^\dagger Ab+{\rm tr}A,\\
x^TBx-y^TBy&=bBb+b^\dagger Bb^\dagger .
\end{align}
Half the sum of these lines is $H_B+\frac12{\rm tr}A$. Since $A+B=D+4LL^T$ and $A-B=D$,
\begin{equation}
H_B=\tfrac12\big[x^T(D+4LL^T)x+y^TDy\big]-\tfrac12{\rm tr}A .
\end{equation}
The substitution $x=D^{1/2}\xi$, $y=D^{-1/2}\eta$ keeps the commutators and turns the second term into $\eta^T\eta$. What remains is a set of unit-mass oscillators with force matrix
\begin{equation}
M=D^{1/2}(D+4LL^T)D^{1/2}=Z\Omega^2Z^T .
\end{equation}
Their zero-point energy gives the correlation energy
\begin{equation}
E_c=\tfrac12{\rm tr}(\Omega-A).
\label{eq:ec}
\end{equation}
An oscillator coordinate is $(\beta_\nu+\beta_\nu^\dagger)/\sqrt{2\Omega_\nu}$, so
\begin{equation}
\rho=2L^Tx=2L^TD^{1/2}Z\,\frac{\beta+\beta^\dagger}{\sqrt{2\Omega}}=G(\beta+\beta^\dagger),
\end{equation}
with $G$ as in \eqref{eq:small}. These steps need $D$ symmetric and positive, but not diagonal. They therefore hold with $(d,l)$ in place of $(D,L)$.

The induced interaction is the charge correlation function $W_c(t)=-i\langle T\rho(t)\rho^T(0)\rangle$. Each mode contributes $-ie^{-i\Omega_\nu|t|}$, whose Fourier transform is $2\Omega_\nu/(\omega^2-\Omega_\nu^2)$, with $\Omega_\nu\to\Omega_\nu-i0^+$ understood. Hence
\begin{align}
W_c(\omega)&=2G\,\Omega(\omega^2-\Omega^2)^{-1}G^T\nonumber\\
&=4L^TD^{1/2}(\omega^2-M)^{-1}D^{1/2}L .
\label{eq:wc}
\end{align}

To see that this is the RPA, put $S=2D^{1/2}L$, $R=(\omega^2-D^2)^{-1}$ and
\begin{equation}
\Pi=S^TRS=2L^T\Big[\frac1{\omega-D}-\frac1{\omega+D}\Big]L .
\end{equation}
This is the independent-particle polarizability, with its spin factor 2 and both time orders. Because $M=D^2+SS^T$,
\begin{equation}
(R^{-1}-SS^T)RS=S(1-\Pi),
\end{equation}
and therefore $(\omega^2-M)^{-1}S=RS(1-\Pi)^{-1}$. Multiplying by $S^T$ from the left,
\begin{equation}
W_c=\Pi(1-\Pi)^{-1}=(1-\Pi)^{-1}-1,
\label{eq:dyson}
\end{equation}
which is the Dyson form with the bare interaction equal to the unit matrix in the fitted metric.

\section{Lemma 2: the frequency integral disappears}

In time, the $GW$ self-energy is a product, $\Sigma_p(t)=i\sum_kG_{0,k}(t)W_{c,pk}(t)$, where
\begin{equation}
W_{c,pk}(t)=L_{pk}^TW_c(t)L_{pk}=-i\sum_\nu w_{pk,\nu}^2e^{-i\Omega_\nu|t|}.
\end{equation}
For empty $k$, $G_{0,k}=-i\theta(t)e^{-i\epsilon_kt}$. The three phases multiply to $i(-i)(-i)=-i$, and
\begin{equation}
-iw^2\int_0^\infty e^{i(\omega-\epsilon_k-\Omega)t}dt=\frac{w^2}{\omega-\epsilon_k-\Omega}.
\end{equation}
For occupied $k$, $G_{0,k}=i\theta(-t)e^{-i\epsilon_kt}$. At negative times $|t|=-t$, which reverses the sign of $\Omega$, and the phases give $i\cdot i\cdot(-i)=i$:
\begin{equation}
iw^2\int_{-\infty}^0e^{i(\omega-\epsilon_k+\Omega)t}dt=\frac{w^2}{\omega-\epsilon_k+\Omega}.
\end{equation}
Convergence factors $e^{-0^+|t|}$ are implied. Summation gives \eqref{eq:sigma}. An added electron can emit a boson and continue in an empty orbital; an added hole can do the same among occupied ones.

The independent check uses the imaginary axis. At midgap no pole is crossed when the contour is rotated, so
\begin{equation}
\Sigma_p(\omega)=-\frac1{2\pi}\sum_k\int_{-\infty}^{\infty}du\,
\frac{L_{pk}^TW_c(iu)L_{pk}}{\omega+iu-\epsilon_k},
\end{equation}
with $W_c(iu)$ taken from \eqref{eq:dyson}. This test needs no boson modes.

\section{Proof of the theorem}

\paragraph{Part 1.} Complete $Q$ by an orthonormal basis $Q_\perp$ of its complement. Since $Q_\perp^TL=0$,
\begin{equation}
L\to\begin{pmatrix}l\\0\end{pmatrix},\qquad
D\to\begin{pmatrix}d&c^T\\c&e\end{pmatrix},\qquad c=Q_\perp^TDQ,
\end{equation}
where $e=Q_\perp^TDQ_\perp$. If $c$ is deleted, $M$ separates into the matrix of \eqref{eq:small} and $e^2$. The second set of modes has $G=0$ and does not enter $\Sigma$. No Coulomb coupling of the fitted Hamiltonian is lost; the error comes from treating a coupled boson as if it could not drift, by dephasing of its components, into the uncoupled space.

If all gaps are equal, $D$ is a multiple of the unit matrix, $c=0$, and the compression has no error. Unequal gaps are thus necessary for an error, but not sufficient: $c$ also vanishes when $D$ maps the column space of $L$ into itself.

\paragraph{Part 2.} From \eqref{eq:proj},
\begin{equation}
l^Tdl=L^TQQ^TDQQ^TL=L^TDL .
\end{equation}
At large $\omega$, \eqref{eq:wc} tends to $4L^TDL/\omega^2$, so this tail is kept. The next coefficient, of $\omega^{-4}$, is
\begin{equation}
4L^TD^{1/2}MD^{1/2}L=4L^TD^3L+16(L^TDL)^2,
\end{equation}
and its first term is in general changed. For the lower bound, any unit vector $u$ gives $u^Tdu=(Qu)^TD(Qu)\ge D_{\min}$. The compressed force matrix is $d^2$ plus a positive semidefinite term, so each $\Omega_\nu^2\ge D_{\min}^2$. Compression cannot place a pole of $\Sigma$ between $\epsilon_{\rm HOMO}-D_{\min}$ and $\epsilon_{\rm LUMO}+D_{\min}$.

\paragraph{Part 3.} At zero frequency $\Pi=-4P$ with $P=L^TD^{-1}L$. The block-inverse formula gives
\begin{equation}
Q^TD^{-1}Q=(d-c^Te^{-1}c)^{-1}\succeq d^{-1},
\label{eq:schur}
\end{equation}
where $X\succeq Y$ means that $X-Y$ is positive semidefinite. The inequality holds because inversion reverses the order of positive matrices: if $X\preceq Y$, then $Y^{-1/2}XY^{-1/2}\preceq1$, its inverse is $\succeq1$, and so $X^{-1}\succeq Y^{-1}$. Hence $P\succeq\tilde P=l^Td^{-1}l$, and a second inversion yields
\begin{equation}
\tilde W_c(0)=(1+4\tilde P)^{-1}-1\succeq(1+4P)^{-1}-1=W_c(0).
\end{equation}
Both matrices are negative semidefinite, so the compressed static screening is weaker or equal for every fitted charge.

For the energy, take trial states of $H_B$ in which the $Q_\perp$ bosons are in their vacuum. Terms of \eqref{eq:hb} with one complement operator have zero expectation value, and so do terms with two, because $H_B$ is normal ordered. What remains is the compressed Hamiltonian. Its ground energy is the minimum over a restricted set of states and cannot lie below the full one. Nested boson spaces give energies in descending order. This bound is relative to the RPA in the same orbitals and fit, not to the true correlation energy.

\paragraph{Part 4.} Let $Q$ now span $L$ and $D^{-1}L$. Then $D^{-1}L=QY$ for some $Y$. Multiplication by $Q^TD$ gives $l=dY$, hence $Y=d^{-1}l$, and
\begin{align}
L^TD^{-1}L&=L^TQY=l^Td^{-1}l,\\
L^TD^{-2}L&=Y^TY=l^Td^{-2}l .
\end{align}
The first line makes $P$, and with it $W_c(0)$, equal to the full result. The set has at most $2r$ members. $\square$

\paragraph{Remark: repairing the other limit.} If $Q$ spans $L$ and $DL$ instead, then $DL=QY$ with $Y=Q^TDL=Q^TDQQ^TL=dl$. It follows that $L^TD^2L=Y^TY=l^Td^2l$ and $L^TD^3L=(DL)^TD(DL)=Y^TdY=l^Td^3l$. The $\omega^{-4}$ tail is then kept. One enlargement serves slow screening, the other fast screening.

\paragraph{Remark: two pairs and one fitting function.} Let the gaps be $D_1,D_2$ and $L=(g_1,g_2)^T$. Then $r=1$, and with $g^2=g_1^2+g_2^2$ the single boson has
\begin{equation}
d=\frac{g_1^2D_1+g_2^2D_2}{g^2},\qquad
\tilde P=\frac{g^2}{d}\le P=\frac{g_1^2}{D_1}+\frac{g_2^2}{D_2}.
\end{equation}
The inverse of a mean gap replaces the mean of the inverse gaps. Two absorption lines have also become one. Far from the lines this may be harmless, but near them it is a qualitative error. Satellites and deep levels that lie among the poles of $\Sigma$ thus need a convergence study in the boson set.

\section{Quasiparticles as eigenvalues}

Hartree--Fock energies already contain exchange, so the quasiparticle equation is $\lambda=\epsilon_p+\Sigma_p(\lambda)$. A Kohn--Sham start would add the exchange self-energy minus the exchange-correlation potential to $\epsilon_p$. ``Frequency-free'' means that no frequency integral is done; the root must still be found. With $E_{k\nu}=\epsilon_k\pm\Omega_\nu$ (plus for empty $k$), consider the arrow matrix equations
\begin{align}
\epsilon_ph+\sum_{k\nu}w_{pk,\nu}u_{k\nu}&=\lambda h,\\
w_{pk,\nu}h+E_{k\nu}u_{k\nu}&=\lambda u_{k\nu}.
\end{align}
The second line gives $u=wh/(\lambda-E)$; inserted in the first, with $h\ne0$, it gives the quasiparticle equation. Normalization then fixes the pole strength,
\begin{equation}
h^2=\Big[1+\sum_{k\nu}\frac{w_{pk,\nu}^2}{(\lambda-E_{k\nu})^2}\Big]^{-1}
=\frac1{1-\Sigma_p'(\lambda)}=Z_p .
\end{equation}
Poles at one energy couple through a single normalized combination of strength $(\sum w^2)^{1/2}$ and can be merged. Between neighbouring poles $\lambda-\epsilon_p-\Sigma_p(\lambda)$ has slope at least 1, so the pole-free window around the gap holds at most one root per orbital.

Building $Q$ and $d$ costs $O(N_{\rm ph}N_{\rm aux}^2)$, the small diagonalization $O(r^3)$, and the couplings of one orbital $O(N_{\rm orb}N_{\rm aux}r)$. With $N_{\rm ph}\propto N^2$ and the other dimensions $\propto N$, the total for a few levels is $O(N^4)$.

\section{The strontium atom}

The example is the free Sr atom in the def2-QZVPP basis with a 28-electron core potential. Ten electrons fill $4s$, $4p$ and $5s$. The fitting exponents are $0.04\times2.5^k$ bohr$^{-2}$, with 8, 8, 8, 7 and 5 shells for $\ell=0,\dots,4$, or 166 functions.

The 63 orbitals form 7 $s$, 5 $p$, 4 $d$ and 3 $f$ shells, and $5\times58=290$ particle-hole pairs. Angular momentum and parity let 14, 17, 15, 10 and 3 radial pairs couple to charge for $\ell=0,\dots,4$. Including the $2\ell+1$ components,
\begin{equation}
14+3\cdot17+5\cdot15+7\cdot10+9\cdot3=237 ,
\end{equation}
the number of active RPA modes found. The fit can address 8, 8, 8, 7 and 3 of them, so $r=8+24+40+49+27=148$. The set of part 4 has $14+3\cdot16+75+70+27=234$ members. It misses one mode per dipole component and is nearly complete, so its accuracy here says little about larger systems.

Differences quoted below are taken before rounding. For the $5s$ level the Hartree--Fock energy is $-4.929$ eV. The full fitted $G_0W_0$ gives $-5.643$ eV, a shift of $-0.713$ eV; 148 bosons give $-5.613$ eV. The compression error of $0.029$ eV is 4\% of the shift. The fitting error, measured against unfitted integrals, is $0.002$ eV, so the integrals are fitted well enough here, and the projection of the bosons limits the accuracy. With 234 bosons the compression error is below $10^{-5}$ eV. The pole strength is 0.94.

The lowest empty level, threefold degenerate, moves from 0.546 to 0.167 eV in the full problem and to 0.187 eV in the compressed one. The error of 0.020 eV is 5\% of the shift. A positive level in a finite basis is a discretized continuum state, not an electron affinity. Both errors have the same sign, so the quasiparticle gap changes by $0.020-0.029=-0.009$ eV. The theorem guarantees no such cancellation, nor the sign of a level error. Part 3 orders the screening only at zero frequency; at finite imaginary frequency $\tilde W_c(iu)-W_c(iu)$ has eigenvalues of both signs in Sr. In addition, occupied and empty $k$ enter $\Sigma$ with opposite signs at midgap.

The static bounds are visible. For the $5s$ density, $W_c(0)$ is $-0.3897$ eV in full and $-0.3879$ eV compressed, a loss of 0.5\%. This density is spherical and probes the $\ell=0$ channel alone, so it is no measure of the error in the level, where the channels $\ell=0$ to 3 act. The correlation energy rises from $-7.737$ to $-7.563$ eV, or by 2.3\%. The lowest compressed boson, at 6.42 eV, lies above $D_{\min}=5.47$ eV as required.

The norm of the deleted block $c$ is 199 eV, far larger than any of these errors. Equation \eqref{eq:schur} shows why the norm alone is a poor estimate: $c$ enters the static response through $c^Te^{-1}c$, to be compared with $d$ and weighted by $l$. A large $c$ between high-energy excitations can have little effect. That this is the case in Sr is a conjecture, as the block was not resolved by energy. Its role as the source of the error was tested: deleting it in the full space reproduced the compressed midgap self-energies. Pole sums and imaginary-frequency quadrature also agreed, both giving $-0.9476$ eV for $5s$ in the full problem and $-0.8916$ eV in the compressed one. The remaining values are in the numerical output.

These levels omit spin-orbit coupling, vertex corrections, self-consistency, core correlation and the basis-set limit. The digits quoted belong to def2-QZVPP. Uncontracting that basis and adding diffuse $s,p,d$ and two $g$ shells (105 orbitals, unfitted integrals) lowers the $5s$ level by 0.03 eV, the empty level by 0.09 eV, $D_{\min}$ by 0.25 eV and the correlation energy by 1.3 eV. The basis error of the $5s$ level is thus at least as large as its compression error. For the choice posed at the start, 148 bosons suffice for the two levels studied if a compression error of 0.03 eV is acceptable. If it is not, the boson space should be enlarged, either by the vectors $D^{-1}L$ of part 4 or through a larger fitting set, whose column space can supply more bosons. Size alone does not decide the gain: the denser exponents $0.03\times2^k$ bohr$^{-2}$ with 12, 12, 12, 10 and 6 shells (232 functions, 205 bosons) reduce the $5s$ error to 0.003 eV, whereas two more diffuse shells per $\ell$ in the original set (216 functions, 173 bosons) leave 0.026 eV. A small error in the fitted integrals does not by itself show that the boson set is large enough.

\section*{Computed results}
\begin{verbatim}
Free Sr atom, def2-QZVPP, 28-electron core potential, G0W0@HF
explicit electrons: 10
orbitals: 63, occupied: 5
fitting exponents: 0.04 bohr^-2 times 2.5^k
fitting shells for l = 0..4: [8, 8, 8, 7, 5]
fitting functions N_aux: 166
particle-hole pairs N_ph: 290
full RPA modes that couple to charge: 237
compressed bosons r: 148
enlarged boson set: 234
smallest particle-hole gap: 5.4748 eV
norm of dropped linking block of D: 199.126 eV
lowest compressed boson energy: 6.4213 eV
midgap energy: -2.1917 eV
HOMO spatial degeneracy: 1
HOMO midgap Sigma, full: poles -0.947553 eV, quadrature -0.947553 eV
HOMO midgap Sigma, compressed: poles -0.891567 eV, quadrature -0.891567 eV
HOMO Hartree-Fock level: -4.9291 eV
HOMO G0W0 level, unfitted: -5.6445 eV
HOMO G0W0 level, full: -5.6425 eV
HOMO G0W0 level, compressed: -5.6133 eV
HOMO G0W0 level, enlarged: -5.6425 eV
HOMO fitting error: 0.00196 eV
HOMO compression error, compressed: 0.02919 eV
HOMO compression error, enlarged: -0.00000 eV
HOMO pole strength Z, compressed: 0.9408
HOMO merged arrow matrix dimension: 150
LUMO spatial degeneracy: 3
LUMO midgap Sigma, full: poles -0.284997 eV, quadrature -0.284997 eV
LUMO midgap Sigma, compressed: poles -0.276212 eV, quadrature -0.276212 eV
LUMO Hartree-Fock level: 0.5457 eV
LUMO G0W0 level, unfitted: 0.1677 eV
LUMO G0W0 level, full: 0.1671 eV
LUMO G0W0 level, compressed: 0.1873 eV
LUMO G0W0 level, enlarged: 0.1671 eV
LUMO fitting error: -0.00057 eV
LUMO compression error, compressed: 0.02020 eV
LUMO compression error, enlarged: 0.00000 eV
LUMO pole strength Z, compressed: 0.9617
LUMO merged arrow matrix dimension: 230
static W_c of HOMO density, full: -0.38970 eV
static W_c of HOMO density, compressed: -0.38789 eV
static W_c of HOMO density, enlarged: -0.38970 eV
RPA correlation energy, full: -7.73702 eV
RPA correlation energy, compressed: -7.56290 eV
RPA correlation energy, enlarged: -7.73697 eV
\end{verbatim}
